\section*{Energy spread of fragments from a fast molecular ion}

\section*{Problem}

A singly charged nitrogen molecular ion, $\mathrm{N_2^+}$, has been accelerated to a kinetic energy $E_0=10$ keV. It then drifts through a field-free region and breaks up there into $\mathrm{N^+}$ and N. In the centre-of-mass frame the two fragments, once they have separated, share a total kinetic energy $Q=1$ eV.

(a) What range of kinetic energies can a fragment have in the laboratory?

(b) How are the energies distributed within this range if the break-up has no preferred direction?

(c) Which departures from these idealized conditions would matter in an ion beam line?

Take both fragments to have the same mass $m=14$ u, and use non-relativistic mechanics. The energy $E_0$ is that of the parent just before break-up. The release $Q$ belongs to the pair, not to each fragment.

\section*{A first estimate by scaling}

Without any release, the fragments would continue side by side at the parent's speed $V$, each with half of its energy, $E_0/2=5$ keV. The release adds to each fragment a velocity of some magnitude $u$. Kinetic energies scale as the square of a speed. The pair has the same total mass $2m$ in the energy of transport, $E_0$, as in the energy of separation, $Q$, so
\begin{equation}
\frac{u}{V}\sim\sqrt{\frac{Q}{E_0}}=\sqrt{\frac{1}{10^4}}=10^{-2}.
\end{equation}
A small relative change of speed produces twice that relative change of energy. A fragment thrown forward or backward therefore changes its energy by about
\begin{equation}
\delta E\sim 2\,\frac{u}{V}\,\frac{E_0}{2}=\sqrt{E_0Q}=100\ \text{eV}.
\end{equation}
The estimate is $5000\pm100$ eV. The spread is set by the geometric mean of a large and a small energy, which is why it is so much larger than $Q$.

\section*{Exact solution}

\subsection*{Speeds}

The parent has mass $2m$, so
\begin{equation}
E_0=\tfrac12(2m)V^2=mV^2,\qquad V=\sqrt{\frac{E_0}{m}}.
\end{equation}
No external force acts during the break-up, so the centre of mass keeps the velocity $\mathbf V$. In its frame the total momentum is zero. Equal masses then have opposite velocities $\mathbf u$ and $-\mathbf u$, and
\begin{equation}
Q=\tfrac12mu^2+\tfrac12mu^2=mu^2,\qquad u=\sqrt{\frac{Q}{m}}.
\end{equation}
With $E_0=1.602\times10^{-15}$ J and $m=2.325\times10^{-26}$ kg, these give $V=262.5$ km/s and $u=2.625$ km/s. Their ratio is $\sqrt{Q/E_0}=0.01$, so the scaling relation for the speeds holds with a factor of one.

\subsection*{Laboratory energy}

Let $\theta$ be the angle between $\mathbf u$ and the beam direction, measured in the centre-of-mass frame. The laboratory velocity of the fragment is $\mathbf V+\mathbf u$, and its energy is
\begin{align}
E(\theta)&=\tfrac12m\,|\mathbf V+\mathbf u|^2\\
&=\tfrac12mV^2+\tfrac12mu^2+mVu\cos\theta .
\end{align}
The first two terms are $E_0/2$ and $Q/2$. In the third,
\begin{equation}
mVu=m\sqrt{\frac{E_0}{m}}\sqrt{\frac{Q}{m}}=\sqrt{E_0Q}.
\end{equation}
Hence
\begin{equation}
E(\theta)=\frac{E_0+Q}{2}+\sqrt{E_0Q}\,\cos\theta .
\label{eq:lab}
\end{equation}
Since $\cos\theta$ runs from $-1$ to $1$, the ends of the range are
\begin{equation}
E_\pm=\frac{E_0+Q}{2}\pm\sqrt{E_0Q}
=\frac{\left(\sqrt{E_0}\pm\sqrt Q\right)^2}{2}.
\label{eq:ends}
\end{equation}
For the given values,
\begin{equation}
E_\pm=\frac{10001}{2}\ \text{eV}\pm\sqrt{10^4\times1}\ \text{eV}
=5000.5\pm100.0\ \text{eV},
\end{equation}
that is, from 4900.5 eV to 5100.5 eV. This answers (a): the energies span about 5 keV $\pm$ 100 eV.

\subsection*{Where the 100 eV comes from}

The partner leaves at the angle $\pi-\theta$, so its cosine term has the opposite sign. The two energies add up to $E_0+Q=10001$ eV, as energy conservation requires. One fragment can gain 100 eV because the other loses it.

The exchange is the work of the internal force. Let $\mathbf F$ be the force on the first fragment and $\mathbf v$ its laboratory velocity. Split the work into two parts:
\begin{equation}
\int\mathbf F\cdot\mathbf v\,dt
=\mathbf V\cdot\int\mathbf F\,dt+\int\mathbf F\cdot(\mathbf v-\mathbf V)\,dt .
\end{equation}
If the atoms start at relative rest, the impulse $\int\mathbf F\,dt$ equals $m\mathbf u$. The first part is then $mVu\cos\theta$, which is 100 eV for a forward fragment. The second part is the kinetic energy gained in the centre-of-mass frame, $mu^2/2=0.5$ eV. The partner feels $-\mathbf F$, so its first part is $-100$ eV, while its second part is again $+0.5$ eV.

\subsection*{Distribution of energies}

For isotropic break-up, the fraction of fragments emitted between $\theta$ and $\theta+d\theta$ is the corresponding fraction of the full solid angle,
\begin{equation}
\frac{2\pi\sin\theta\,d\theta}{4\pi}=\tfrac12\,|d(\cos\theta)| .
\end{equation}
Thus $\cos\theta$ is uniformly distributed between $-1$ and $1$. By Eq.~\eqref{eq:lab}, $E$ is linear in $\cos\theta$, so it is also uniformly distributed:
\begin{equation}
P(E)=\frac{1}{2\sqrt{E_0Q}},\qquad E_-\le E\le E_+ .
\end{equation}
This answers (b). The mean of $\cos^2\theta$ is $\tfrac12\int_{-1}^{1}c^2\,dc=\tfrac13$, which gives the root-mean-square deviation from the centre,
\begin{equation}
\sigma_E=\sqrt{\frac{E_0Q}{3}}=57.7\ \text{eV}.
\end{equation}

If the break-up favours the beam axis, the ends stay where they are but the weight moves towards them. For an emission probability per solid angle proportional to $\cos^2\theta$, the normalized density in $c=\cos\theta$ is $\tfrac32c^2$. The mean of $c^2$ is then $\tfrac32\int_{-1}^{1}c^4\,dc=\tfrac35$, and $\sigma_E=\sqrt{3E_0Q/5}=77.5$ eV.

\subsection*{Angular spread}

The tip of the vector $\mathbf V+\mathbf u$ lies on a sphere of radius $u$ centred on the tip of $\mathbf V$. For $u<V$, the largest laboratory angle $\alpha$ occurs when $\mathbf V+\mathbf u$ is tangent to this sphere and hence perpendicular to $\mathbf u$. In that right triangle $V$ is the hypotenuse, so
\begin{equation}
\sin\alpha=\frac uV=\sqrt{\frac{Q}{E_0}}=0.01,\qquad \alpha=0.573^\circ .
\end{equation}
The fragments stay in a narrow cone although their energies spread by 2\% to either side.

\section*{Comparison of estimate and solution}

The estimate kept the term linear in $u$ and dropped the quadratic one. It therefore gives the correct half-width $\sqrt{E_0Q}$ but misses the shift $Q/2=0.5$ eV of the centre. Relative to the half-width, the missing term is
\begin{equation}
\frac{Q/2}{\sqrt{E_0Q}}=\frac12\sqrt{\frac{Q}{E_0}}=0.005 .
\end{equation}

For a slow parent the omission becomes serious. The estimated lower end, $E_0/2-\sqrt{E_0Q}$, is negative when $Q>E_0/4$, which is impossible for a kinetic energy. The exact ends in Eq.~\eqref{eq:ends} are squares and cannot be negative. At $Q=E_0$ they are $0$ and $2Q$: the backward fragment is left at rest in the laboratory. For a parent at rest, $E_0=0$, both ends merge at $Q/2$, as they must when the two frames coincide.

The square-root law also shows how the result depends on the release. With $E_0$ held at 10 keV, the half-width is 31.6 eV for $Q=0.1$ eV, 141.4 eV for $Q=2$ eV and 200.0 eV for $Q=4$ eV. The second of these values would apply if each fragment, rather than the pair, received 1 eV.

\section*{Departures from the ideal conditions}

\subsection*{Break-up inside the accelerating gap}

Suppose that the parent, starting from rest, has passed a fraction $f$ of the accelerating voltage when it breaks up, and that the fragments separate in a time short compared with the flight through the gap. In this subsection $E_0$ denotes the energy that the parent would have after the full voltage, so its energy at break-up is $fE_0$. The charged fragment gains a further $(1-f)E_0$ from the remaining voltage, so
\begin{equation}
E_{\mathrm{N^+}}=\frac{fE_0+Q}{2}+\sqrt{fE_0Q}\,\cos\theta+(1-f)E_0 .
\end{equation}
Compared with Eq.~\eqref{eq:lab}, the centre moves up by $(1-f)E_0/2$. With 1\% of the voltage still ahead, $f=0.99$, the shift is 50 eV and the centre lies at 5050.5 eV. The neutral fragment gains nothing from the remaining voltage, and its centre moves down by the same 50 eV.

\subsection*{Unequal isotopes}

For masses $m_1$ and $m_2$ with $M=m_1+m_2$, the parent speed obeys $V^2=2E_0/M$. The fragments have equal and opposite momenta of magnitude $p$ in the centre-of-mass frame, so
\begin{equation}
Q=\frac{p^2}{2m_1}+\frac{p^2}{2m_2}=\frac{p^2M}{2m_1m_2},
\qquad p^2=\frac{2m_1m_2Q}{M}.
\end{equation}
The energy of fragment 1 is $m_1V^2/2+p^2/(2m_1)+pV\cos\theta$, or
\begin{equation}
E_1=\frac{m_1}{M}E_0+\frac{m_2}{M}Q
+\frac{2}{M}\sqrt{m_1m_2E_0Q}\,\cos\theta .
\end{equation}
Equal masses bring back Eq.~\eqref{eq:lab}. For $^{14}\mathrm N^{15}\mathrm N^+$, with masses of 14 u and 15 u, the lighter fragment covers 4728.2 to 4928.0 eV and the heavier one 5073.0 to 5272.8 eV. The centres, 4828.1 and 5172.9 eV, each lie more than 170 eV from that of the equal-mass case. The actual atomic masses, 14.0031 u and 15.0001 u, raise the values for the lighter fragment and lower those for the heavier one by about 0.5 eV. These energies appear if the beam line admits parents of 29 u as well as 28 u.

\subsection*{Smaller corrections}

If a gas collision causes the break-up, the beam pays for the excitation. Take a rough excitation energy $W=10$ eV and a forward collision with a molecule of the parent's mass $M$, initially at rest. To leading order the parent loses momentum $W/V$, and the target's recoil energy is $(W/V)^2/(2M)=W^2/(4E_0)=0.0025$ eV, which is negligible. The parent's energy thus falls by 10 eV and the centre by 5.0 eV. Collisions with a larger deflection transfer more recoil energy and are not covered by this figure.

An offset of 5 eV in the parent's energy, a rough allowance for the ion source, moves the centre by 2.5 eV. The electron missing from $\mathrm{N^+}$ lowers its share of $E_0$ by about $E_0m_e/(4m)=0.1$ eV. Treating the break-up as a relativistic two-body decay with the same $E_0$ and $Q$ moves the ends by about $10^{-5}$ eV.

\subsection*{Reading the result for a beam line}

A 10 keV $\mathrm{N_2^+}$ beam belongs to the regime of low-energy nitrogen implantation, where each atom carries about 5 keV. The single release of 1 eV is a model choice. A real beam can contain a range of releases, and the spectrum is then a superposition of intervals of different widths. The flat distribution also requires that fragments at all angles are collected. For a parallel beam and a single release, an aperture that accepts only laboratory angles well below $0.573^\circ$ removes the fragments emitted sideways and leaves two groups near the ends of the interval. Both conditions are needed. With an acceptance of $0.1^\circ$, a beam divergence of $1^\circ$ (rms in each transverse direction) restores an almost flat spectrum. With the same acceptance and a parallel beam, releases spread evenly from 0 to 2 eV put about 70\% of the accepted fragments within 50 eV of the centre, because a small release gives a narrow cone that the aperture accepts more completely. Of the effects sized here, break-up in a residual field moves the centre by $(1-f)E_0/2$, which is half of the 100 eV half-width with 1\% of the voltage still ahead, but 500 eV with 10\% and 2500 eV with half of it ahead. Unequal isotopes shift the centre by more than the half-width, but only for the fragments of mixed parents, whose two centres move in opposite directions; in natural nitrogen fewer than 1\% of the molecules are mixed. Excitation in a nearly forward collision and the source offset are much smaller, yet both exceed the 0.5 eV shift due to $Q/2$. This answers (c), and it is why the practical statement is 5 keV $\pm$ 100 eV, without the extra half electronvolt. It describes fragments in flight; a molecule that breaks up on entering a solid is also subject to forces from the target atoms.

All numerical values are calculated from the stated model.
